\section*{Strain Sharing in a Flat Coherent Bilayer Without Net In-Plane Force}

\section{The error to be avoided}

If a thin membrane is treated as a rigid substrate, the whole misfit is assigned to the layer grown on it and none to the membrane. For the 10 nm SrTiO$_3$ membrane and 30 nm partner layer worked out below, with a misfit of 0.4\%, that puts 0.80 GPa of compression in the partner and no stress in the membrane. If the bilayer is kept flat without a net in-plane force, force balance gives 0.30 GPa of compression in the partner and 0.90 GPa of tension in the membrane. Sharing the misfit by thickness alone is also wrong: it makes the two strains differ by a factor of 3, where the correct factor is 1.68. The weight that belongs to each layer is its thickness times its biaxial modulus.

\section{Conventions and the meaning of ``flat''}

Layer $i$ ($i=1,2$) has thickness $h_i$ and natural in-plane lattice parameter $a_i$, the value it would have if detached and free of stress. The misfit is
\begin{equation}
f=\frac{a_2-a_1}{a_1},
\end{equation}
so $f>0$ means that layer 2 is naturally the larger. The strain $\varepsilon_i$ is measured from the natural lattice of layer $i$, and tension is positive. The misfit is the same along both in-plane axes, and $|f|\ll1$.

A bilayer with no constraint at all does not stay flat, because the layer under compression lengthens by moving to the outside of a bend. The flat state needs a constraint that supplies a bending moment but no in-plane force. Frictionless guides on both faces do this. So does symmetry: in a trilayer 2/1/2 with thicknesses $h_2$, $2h_1$, $h_2$, each half is a bilayer of the present kind, and the mirror plane keeps it flat. A frame clamped to the rim is different, since it can pull in the plane; that case is treated in Section~\ref{sec:force}.

\section{The biaxial modulus}

Take a cubic layer with a (001) face and stiffness constants $C_{11}$ and $C_{12}$. Both in-plane strains equal $\varepsilon$, and there are no shear strains. Hooke's law gives
\begin{align}
\sigma_{xx}=\sigma_{yy}&=(C_{11}+C_{12})\,\varepsilon+C_{12}\,\varepsilon_{zz},\\
\sigma_{zz}&=2C_{12}\,\varepsilon+C_{11}\,\varepsilon_{zz}.
\end{align}
Far from the edges nothing presses on the faces, so $\sigma_{zz}=0$ and $\varepsilon_{zz}=-2(C_{12}/C_{11})\varepsilon$. Inserting this in the first line gives
\begin{equation}
\sigma=M\varepsilon,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\label{eq:M}
\end{equation}
For an isotropic layer with Young's modulus $E$ and Poisson ratio $\nu$, the strain along $x$ is $\varepsilon=(\sigma-\nu\sigma)/E$, because the equal stress along $y$ contracts the layer along $x$. Hence $M=E/(1-\nu)$.

A force per unit width is stress times thickness. For layer $i$ it is $M_ih_i\varepsilon_i=k_i\varepsilon_i$, with the stretching stiffness
\begin{equation}
k_i=M_ih_i .
\end{equation}
With $M$ in GPa and $h$ in nm, $k$ comes out in N/m.

\section{Two conditions fix two strains}

\subsection{Coherence}

Coherent layers share one in-plane lattice parameter $a$, so $a=a_1(1+\varepsilon_1)=a_2(1+\varepsilon_2)$. Dividing by $a_1$ and using $a_2/a_1=1+f$,
\begin{equation}
1+\varepsilon_1=(1+f)(1+\varepsilon_2)
\quad\Rightarrow\quad
\varepsilon_1-\varepsilon_2=f+f\varepsilon_2 .
\label{eq:exact}
\end{equation}
The last term is of second order in the misfit. Dropping it leaves
\begin{equation}
\varepsilon_1-\varepsilon_2=f .
\label{eq:coh}
\end{equation}

\subsection{Force balance}

Cut the bilayer by a plane normal to the film. The constraint supplies no in-plane force, so the total force across the cut vanishes:
\begin{equation}
k_1\varepsilon_1+k_2\varepsilon_2=0 .
\label{eq:bal}
\end{equation}
This condition alone gives the sharing rule,
\begin{equation}
\frac{\varepsilon_1}{\varepsilon_2}=-\frac{k_2}{k_1}=-\frac{M_2h_2}{M_1h_1}.
\end{equation}
The strains have opposite signs, and their magnitudes are inversely proportional to thickness times biaxial modulus. The stresses follow a simpler rule: since $\sigma_1h_1+\sigma_2h_2=0$, $\sigma_1/\sigma_2=-h_2/h_1$, without the moduli.

Now insert $\varepsilon_2=\varepsilon_1-f$ from \eqref{eq:coh} in \eqref{eq:bal}. This gives $(k_1+k_2)\varepsilon_1=k_2f$, and therefore
\begin{equation}
\boxed{\;\varepsilon_1=\frac{k_2}{k_1+k_2}\,f,\qquad
\varepsilon_2=-\frac{k_1}{k_1+k_2}\,f\;}
\label{eq:share}
\end{equation}
The stiffness of the \emph{other} layer stands in each numerator. If $k_1\gg k_2$, layer 1 acts as an ordinary thick substrate and $\varepsilon_2\to-f$. If $k_1\ll k_2$, the roles are exchanged and the membrane takes up the misfit. If $k_1=k_2$, each layer takes half, even when the thicknesses differ.

\subsection{Energy}

The elastic energy density of a layer is $\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=M\varepsilon^2$, one term for each in-plane axis. Per unit area the bilayer stores
\begin{equation}
U=k_1\varepsilon_1^2+k_2(\varepsilon_1-f)^2 .
\end{equation}
Setting $dU/d\varepsilon_1=2k_1\varepsilon_1+2k_2(\varepsilon_1-f)$ to zero reproduces the force balance, so the shared state is the flat state of least energy. Its energy is
\begin{equation}
U_0=\frac{k_1k_2^2+k_2k_1^2}{(k_1+k_2)^2}f^2=Kf^2,\qquad K=\frac{k_1k_2}{k_1+k_2}.
\label{eq:K}
\end{equation}
The layers combine like springs in series. From \eqref{eq:share}, the force per width is $+Kf$ in layer 1 and $-Kf$ in layer 2.

\section{When a net force acts, and when there are more layers}
\label{sec:force}

If a frame pulls with force $N$ per unit width, equal in both directions, the balance becomes $k_1\varepsilon_1+k_2\varepsilon_2=N$. With $\varepsilon_2=\varepsilon_1-f$,
\begin{equation}
\varepsilon_1=\frac{k_2f+N}{k_1+k_2},\qquad
\varepsilon_2=\frac{-k_1f+N}{k_1+k_2}.
\label{eq:N}
\end{equation}
Both strains shift by $N/(k_1+k_2)$, and the inverse-stiffness ratio is lost. A rim that holds layer 1 at its natural size is the case $N=-k_2f$: then $\varepsilon_1=0$ and $\varepsilon_2=-f$, as on a rigid substrate. For $f>0$ this $N$ is a compression, and a sheet held only at its rim stays flat only while it is small: in the example below $N=-24$ N/m, and a clamped disc buckles once its radius exceeds about 0.8 $\mu$m.

For several layers without net force, let $f_i$ be the misfit of layer $i$ relative to layer 1, so that $f_1=0$. To first order $\varepsilon_i=\varepsilon_1-f_i$, and $\sum_ik_i(\varepsilon_1-f_i)=0$ gives
\begin{equation}
\varepsilon_1=\frac{\sum_ik_if_i}{\sum_ik_i}.
\end{equation}
The stack must still be kept flat.

\section{The price of flatness}

The uniform stresses are equivalent to forces $+Kf$ and $-Kf$ at the mid-planes of the two layers, a distance $d=(h_1+h_2)/2$ apart. The constraint must therefore hold a moment per unit width
\begin{equation}
m=Kfd .
\end{equation}

To see what happens on release, let a small plate bend equally in both directions, with curvature $\kappa$. Layer 2 is on top, and $\kappa>0$ stretches the top. If $\eta_i$ is the strain at the mid-plane $z_i$ of layer $i$, the strain elsewhere in that layer is $\eta_i+\kappa(z-z_i)$. Squaring and integrating over the layer removes the cross term, because $z-z_i$ averages to zero, and leaves $k_i\eta_i^2+\kappa^2M_ih_i^3/12$. Bending changes the mid-plane condition to $\eta_1-\eta_2=f-\kappa d$. For given $\kappa$ the stretching part is least when this reduced misfit is shared as in \eqref{eq:share}, so
\begin{equation}
U(\kappa)=K(f-\kappa d)^2+D_0\kappa^2,\qquad D_0=\frac{M_1h_1^3+M_2h_2^3}{12}.
\end{equation}
Setting $dU/d\kappa=-2Kd(f-\kappa d)+2D_0\kappa$ to zero gives
\begin{equation}
\kappa=\frac{Kfd}{D_0+Kd^2},\qquad
f-\kappa d=\frac{D_0}{D_0+Kd^2}\,f .
\label{eq:kappa}
\end{equation}
Inserting both in $U$ gives $U=Kf^2D_0/(D_0+Kd^2)$. Bending thus releases the fraction $Kd^2/(D_0+Kd^2)=\kappa d/f$ of the flat energy, and the mean strain in each layer falls by the same fraction.

A dome of width $L$ and radius $R=1/\kappa$ has height $L^2/(8R)$. Forming it stretches the plate by strains proportional to $L^2/R^2$, which are small beside the bending strains, of order $H/R$ with $H=h_1+h_2$, when $L^2\ll RH$. Equation \eqref{eq:kappa} is limited to such small plates. They must still be much wider than $H$, because the edge zone is left out.

\section{Worked example}

Layer 1 is SrTiO$_3$, 10 nm thick, with rough room-temperature values $C_{11}=320$ GPa, $C_{12}=100$ GPa and $a_1=0.39$ nm. Layer 2 is a model cubic perovskite, 30 nm thick, with chosen constants $C_{11}=200$ GPa, $C_{12}=100$ GPa and $f=0.004$. Equation \eqref{eq:M} gives
\begin{align}
M_1&=320+100-\frac{2(100)^2}{320}=357.5\ \text{GPa},\\
M_2&=200+100-\frac{2(100)^2}{200}=200\ \text{GPa}.
\end{align}
The stiffnesses are $k_1=3575$ N/m and $k_2=6000$ N/m, so
\begin{align}
\varepsilon_1&=\frac{6000}{9575}\times0.4\%=0.251\%,&
\varepsilon_2&=-\frac{3575}{9575}\times0.4\%=-0.149\%,\\
\sigma_1&=M_1\varepsilon_1=0.90\ \text{GPa},&
\sigma_2&=M_2\varepsilon_2=-0.30\ \text{GPa}.
\end{align}
The strain ratio is 1.68, although the thickness ratio is 3, because the thinner layer is the stiffer material. The stress ratio is 3. The common lattice parameter $a_1(1+\varepsilon_1)$ is 0.25\% larger than that of free SrTiO$_3$.

With $K=2240$ N/m, each layer carries $Kf=8.96$ N/m. The mid-planes are $d=20$ nm apart, so the holding moment per width is 179 nN. With $D_0=4.80\times10^5$ GPa\,nm$^3$, release gives $R=7.7\ \mu$m and frees 65\% of the energy. The mean strain in the SrTiO$_3$ then drops from 0.25\% to 0.09\%, with a variation of $\pm h_1/(2R)=\pm0.07\%$ across the layer. The dome height reaches $H=40$ nm at a width of 1.6 $\mu$m, and $\sqrt{RH}=0.55\ \mu$m. The curvature stays within about 1\% of \eqref{eq:kappa} up to a width of 0.8 $\mu$m, but stretching raises the mean strain at the centre of a disc from 0.087\% to 0.094\% at 0.55 $\mu$m and to 0.10\% at 0.8 $\mu$m. The strains above therefore apply to plates well below 0.55 $\mu$m in width but still much wider than 40 nm.

\section{Edges}

At a free rim the radial stress must vanish, so the uniform state cannot reach it. The edge zone was computed with axisymmetric finite elements, using square four-node cells of 2.5 nm. The disc had the example's layers, with $C_{44}=120$ GPa for SrTiO$_3$ and 80 GPa for the partner, and in-plane shear anisotropy was left out. The lower SrTiO$_3$ face was kept plane but free to slide; the top and rim were free. In a disc of radius 800 nm, the radial force in the SrTiO$_3$ reaches 90\% of its interior value about 50 nm from the rim, somewhat more than the total thickness.

The strain $\varepsilon_1$, read at one tenth of the radius, differs from \eqref{eq:share} by 0.18\% of its value for a radius of 400 nm and by 0.09\% for 800 nm. Force balance suggests why the difference halves. Let $N_r$ and $N_\theta$ be the radial and hoop forces per width, summed over both layers. Radial equilibrium of a ring reads $d(rN_r)/dr=N_\theta$. In the interior both equal a constant $N$, and at the rim, $r=R_d$, $N_r=0$. Integrating across an edge zone of width $w\ll R_d$ with mean hoop force $\bar N_\theta$ gives $-(R_d-w)N=w\bar N_\theta$, or $N\approx-w\bar N_\theta/R_d$. When $R_d$ is much larger than the total thickness, the edge zone resembles that along a straight edge, so $w$ and $\bar N_\theta$ should hardly depend on $R_d$. By \eqref{eq:N} the interior strain then shifts in proportion to $1/R_d$, provided $\bar N_\theta\neq0$. The two computed radii are consistent with this, but the hoop force itself was not evaluated.

\section{Other neglected effects}

\paragraph{Second-order misfit.} Keeping $f\varepsilon_2$ in \eqref{eq:exact} and using $\varepsilon_2=-k_1\varepsilon_1/k_2$ gives $\varepsilon_1=k_2f/(k_1+k_2+k_1f)$. Here this lowers $\varepsilon_1$ by 0.15\% of its value.

\paragraph{Nonlinear elasticity.} Suppose $\sigma=M\varepsilon(1-c\,\varepsilon)$ in both layers, with an assumed $c=5$. Let $\varepsilon_1$ and $\varepsilon_2$ both shift by $\delta$. To leading order the force balance gives $(k_1+k_2)\delta=c(k_1\varepsilon_1^2+k_2\varepsilon_2^2)=cKf^2$. Relative to $\varepsilon_1$ the shift is $cKf/k_2$, or 0.7\%.

\paragraph{Surface stress.} A tensile surface stress $s$ on each face adds $2s$ to the force balance, which is \eqref{eq:N} with $N=-2s$. For an assumed $s=1$ N/m both strains shift by $-0.021\%$, which is 8\% of $\varepsilon_1$. The shift grows as the layers are thinned.

\paragraph{Temperature.} An assumed difference of $2\times10^{-6}$ K$^{-1}$ in thermal expansion changes the misfit by $2\times10^{-4}$ over 100 K. This is 5\% of $f$, and both strains scale with it. The misfit should be taken at the temperature of use.

\paragraph{Dislocations.} An array of misfit dislocations with in-plane Burgers length $b$ and spacing $p$ can reduce the misfit along one axis by $b/p$. Changing the misfit along both axes changes the energy at the rate $2Kf$; by symmetry one axis contributes $Kf$. The first dislocations thus gain $Kfb/p$ per area, or $Kfb$ per length of line. With $b=a_1$ this is 3.5 nN.

The cost follows from the shear stress $\mu b/[2\pi(1-\nu)x]$ at distance $x$ from an edge dislocation on its glide plane, in an isotropic medium of shear modulus $\mu$. Half the slip $b$ times this stress, integrated from a core radius $r_0$ to an outer radius $r_1$, is
\begin{equation}
W=\frac{\mu b^2}{4\pi(1-\nu)}\ln\frac{r_1}{r_0}.
\end{equation}
With the softer layer's $\mu=80$ GPa and $\nu=C_{12}/(C_{11}+C_{12})=1/3$, the membrane thickness as a first guess for the outer radius, $r_1=10$ nm, and an assumed $r_0=b/2$, $W=5.7$ nN. The gain is then about 0.6 of the cost. The partner is not isotropic, however: its $C_{44}=80$ GPa exceeds $(C_{11}-C_{12})/2=50$ GPa. For an edge dislocation along a cube axis in a cubic crystal, with its Burgers vector along another, $\mu/(1-\nu)$ is replaced by
\begin{equation}
(C_{11}+C_{12})\sqrt{\frac{C_{44}(C_{11}-C_{12})}{C_{11}(C_{11}+C_{12}+2C_{44})}} ,
\end{equation}
which is 88 GPa for the partner instead of 120 GPa. The cost falls to 4.2 nN and the ratio rises to 0.8; with $r_0=b$ it reaches 1. These costs are too low, and the ratios too high, for two reasons. First, the dislocation also borders on the stiffer SrTiO$_3$, for which the same expression gives 148 GPa; at the interface the factor is close to the harmonic mean of the two, 111 GPa. Second, in the flat state the lower face is a mirror plane or a sliding guide, not a free surface. It acts as an image dislocation of opposite sign at distance $2h_1$; adding the shear stress of the image on the glide plane turns the logarithm into $\ln(2h_1/r_0)+1$ in a uniform isotropic medium, so that $r_1=2e\,h_1\approx54$ nm, and a free top face lowers this somewhat. With 111 GPa and $r_1\approx50$ nm the cost is about 7.5 nN, and the ratio is about 0.5 for $r_0$ between $b/2$ and $b$. On this estimate the first dislocation of this type is not favoured while the bilayer is kept flat. The core radius is assumed and other dislocation types are left out, so coherence remains an assumption of the example.

\section{Beside a real membrane}

Free-standing SrTiO$_3$ membranes of roughly 10 nm thickness can be made by dissolving a sacrificial layer beneath them. The thickness and the SrTiO$_3$ constants used here are typical of that case; the partner's constants are plausible for a perovskite oxide but describe no particular compound. Flatness should be checked first: in this model, release of a small plate lowers the mean strain in the SrTiO$_3$ by 65\%. That figure holds only for the sub-micron dome. A wide free membrane rolls into a cylinder instead; for a roll along a cube axis the same layers give a radius of 5.9 $\mu$m and a mean strain in the SrTiO$_3$ of 0.05\% along the curl and 0.24\% along the axis. If the bilayer stays coherent and is kept flat without in-plane force, surface stress and temperature are the largest corrections estimated here, at 8\% and 5\%. With the values assumed here, the two together could change the predicted strain of 0.25\% by about 13\% of its value, and the surface part grows in proportion to $s$. Even with the moduli, thicknesses and misfit known, a closer prediction therefore needs the surface stress and the thermal expansion of the actual layers.
